**Gaps, KT2 and shifted denominators in the shielding of N2**

The program evaluates $\sigma^p_{xx}=-2\alpha^2\sum_{ia}A_{ia}K_{ia}/(\varepsilon_a-\varepsilon_i)$ for N$_2$. Here $i$ and $a$ label occupied and virtual orbitals, $\varepsilon$ their energies and $\alpha$ the fine-structure constant; $A=(\mathbf r\times\nabla)_x$, and $K=A/r^3$ when both are taken about the observed nucleus. It asserts that the sum agrees with finite-field diagonalization, with and without a denominator shift, and that the unshifted PBE and KT2 shieldings change by less than 3 ppm when the gauge origin moves to the bond centre. Further assertions cover the diamagnetic integral, the vanishing parallel paramagnetic term, the second-order density change and the KT2 energy formula. PBE and BLYP are asserted to have smaller frontier gaps and lower shieldings than a local potential fitted to a CCSD density. The output gives −83.8 ppm for PBE, −85.4 ppm for BLYP, −60.1 ppm for KT2 and −70.4 ppm for the reference, so KT2 overshoots the reference. Denominators account for about 15 of the 20 ppm paramagnetic change from PBE to KT2. A rigid shift of 0.288 eV brings PBE to the reference by construction, and the program asserts that a larger shift alters the gauge-origin dependence.

## Program and output

```python
"""
Result under test: in N2 a GGA shielding is an uncoupled sum over orbital pairs,
    sigma_p,xx = -2 alpha^2 sum_ia A_ia K_ia / (e_a - e_i),
and ordinary GGAs deshield too much partly because their gaps are too small.
A = (r x grad)_x about the gauge origin; K = (r_N x grad)_x / r_N^3;
i = occupied, a = virtual, e = orbital energy, alpha = fine-structure constant.
The reference is a local potential fitted to a CCSD density. KT2 and a rigid
shift of the denominators are examined as repairs. Molecule along z.
Atomic units inside; printed energies in eV, lengths in angstrom, shielding in ppm.
"""
import itertools
import h5py
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from pyscf import gto, scf, dft, cc, df, lib

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
ALPHA2_PPM = const.fine_structure**2 * 1e6
BOND = 1.10
NOCC = 7
memory_names = itertools.count()


class MemoryFile(h5py.File):
    """Scratch storage for pyscf that stays in memory and never reaches disk."""

    def __init__(self, *args, **kwargs):
        super().__init__(f"scratch{next(memory_names)}", "w",
                         driver="core", backing_store=False)


lib.H5TmpFile = MemoryFile

# ---- contracted basis for CCSD and an uncontracted basis that contains it ----
contracted = [list(shell) for shell in gto.basis.load("cc-pvtz", "N")]
exponents = {}
for shell in contracted:
    for primitive in shell[1:]:
        exponents.setdefault(shell[0], set()).add(primitive[0])
diffuse_s = min(exponents[0]) / 3
diffuse_p = min(exponents[1]) / 3
contracted += [[0, [diffuse_s, 1.0]], [1, [diffuse_p, 1.0]]]
exponents[0].add(diffuse_s)
exponents[1].update([diffuse_p, 3.5 * max(exponents[1])])
exponents[2].add(3.0 * max(exponents[2]))
uncontracted = [[l, [x, 1.0]] for l in sorted(exponents)
                for x in sorted(exponents[l], reverse=True)]
atoms = [["N", (0, 0, BOND / 2)], ["N", (0, 0, -BOND / 2)]]
mol = gto.M(atom=atoms, basis={"N": uncontracted}, verbose=0)
small = gto.M(atom=atoms, basis={"N": contracted}, verbose=0)
overlap = mol.intor("int1e_ovlp")
z_nuc = mol.atom_coord(0)[2]

# ---- Kohn-Sham calculations ----
fitting = df.DF(mol, auxbasis="def2-universal-jkfit")
fitting.build()
grid = dft.gen_grid.Grids(mol)
grid.level = 2
grid.build()
states = {}
guess = None
for name, code in [("PBE", "pbe,pbe"), ("BLYP", "b88,lyp"),
                   ("KT2", "GGA_XC_KT2")]:
    mf = dft.RKS(mol).density_fit(with_df=fitting)
    mf.xc = code
    mf.grids = grid
    mf.conv_tol = 1e-9
    mf.kernel(dm0=guess)
    assert mf.converged
    guess = np.asarray(mf.make_rdm1())
    fock = np.asarray(mf.get_fock())
    energy, orbital = eigh(fock, overlap)
    states[name] = (energy, orbital, fock)

# ---- operators by quadrature, from their definitions ----
fine = dft.gen_grid.Grids(mol)
fine.level = 3
fine.prune = None
fine.build()
x, y, z = fine.coords.T
w = fine.weights
ao, ao_x, ao_y, ao_z = mol.eval_gto("GTOval_sph_deriv1", fine.coords)
r3 = (x**2 + y**2 + (z - z_nuc)**2)**1.5


def antisymmetric(weight, derivative):
    matrix = ao.T @ (weight[:, None] * derivative)
    return 0.5 * (matrix - matrix.T)


def rotation_x(origin, weight):
    return (antisymmetric(weight * y, ao_z)
            - antisymmetric(weight * (z - origin), ao_y))


A_nuc = rotation_x(z_nuc, w)
A_mid = rotation_x(0.0, w)
K_x = rotation_x(z_nuc, w / r3)
A_z = antisymmetric(w * x, ao_y) - antisymmetric(w * y, ao_x)
K_z = antisymmetric(w * x / r3, ao_y) - antisymmetric(w * y / r3, ao_x)


def density_matrix(orbital):
    return 2 * orbital[:, :NOCC] @ orbital[:, :NOCC].T


def para(orbital, energy, A=A_nuc, K=K_x, shift=0.0):
    """One Cartesian component of the paramagnetic shielding in ppm."""
    occ, vir = orbital[:, :NOCC], orbital[:, NOCC:]
    gaps = energy[None, NOCC:] - energy[:NOCC, None] + shift
    return -2 * ALPHA2_PPM * np.sum((occ.T @ A @ vir) * (occ.T @ K @ vir) / gaps)


def dia(orbital, origin=z_nuc):
    """Isotropic diamagnetic shielding in ppm."""
    rho = np.einsum("gm,gm->g", ao @ density_matrix(orbital), ao)
    xx = np.sum(w * rho * (y**2 + (z - origin) * (z - z_nuc)) / r3)
    zz = np.sum(w * rho * (x**2 + y**2) / r3)
    return ALPHA2_PPM / 2 * (2 * xx + zz) / 3


def total(state, shift=0.0, middle=False):
    energy, orbital = state[:2]
    A, origin = (A_mid, 0.0) if middle else (A_nuc, z_nuc)
    return dia(orbital, origin) + 2 / 3 * para(orbital, energy, A, shift=shift)


e_pbe, c_pbe, f_pbe = states["PBE"]
e_kt2, c_kt2, f_kt2 = states["KT2"]

# ---- test: diamagnetic quadrature against the analytic 1/r integral ----
with mol.with_rinv_origin(mol.atom_coord(0)):
    inverse_r = mol.intor("int1e_rinv")
dia_analytic = ALPHA2_PPM / 3 * np.sum(density_matrix(c_pbe) * inverse_r)
assert abs(dia_analytic - dia(c_pbe)) < 0.1

# ---- test: the parallel paramagnetic component vanishes ----
assert abs(para(c_pbe, e_pbe, A_z, K_z)) < 0.1

# ---- test: perturbation sum against diagonalization in a finite field ----
A_mo = c_pbe.T @ A_nuc @ c_pbe
K_mo = c_pbe.T @ K_x @ c_pbe


def field_orbitals(field, shift=0.0):
    levels = e_pbe.copy()
    levels[NOCC:] += shift
    return eigh(np.diag(levels) - 0.5j * field * A_mo)[1][:, :NOCC]


def moment_energy(field, shift):
    occ = field_orbitals(field, shift)
    return 2 * ALPHA2_PPM * np.einsum("pi,pq,qi->", occ.conj(), -1j * K_mo, occ).real


for trial_shift in (0.0, 0.02):
    step = 1e-4
    finite = (moment_energy(step, trial_shift)
              - moment_energy(-step, trial_shift)) / (2 * step)
    formula = para(c_pbe, e_pbe, shift=trial_shift)
    assert abs(finite - formula) < 1e-4 * abs(formula)

# ---- test: the density has no change linear in the field ----
changes = []
for field in (0.002, 0.004):
    occ = field_orbitals(field)
    projector = (occ @ occ.conj().T).real
    projector[np.arange(NOCC), np.arange(NOCC)] -= 1
    changes.append(np.linalg.norm(projector))
density_ratio = changes[1] / changes[0]
assert abs(density_ratio - 4) < 0.05

# ---- test: explicit KT2 energy density against libxc ----
rho_test = np.array([0.02, 0.1, 0.5, 2.0, 10.0])
grad_test = np.array([0.03, 0.2, 0.7, 3.0, 20.0])
rho_input = np.zeros((4, 5))
rho_input[0], rho_input[1] = rho_test, grad_test
library = dft.libxc.eval_xc("GGA_XC_KT2", rho_input, deriv=0)[0]
vwn = dft.libxc.eval_xc(",vwn", rho_test, deriv=0)[0]
slater = -0.75 * (3 / np.pi)**(1 / 3) * rho_test**(1 / 3)
gradient = (-0.006 * 2 * (grad_test / 2)**2
            / ((rho_test / 2)**(4 / 3) + 0.1) / rho_test)
explicit = 1.07173 * slater + 0.576727 * vwn + gradient
assert np.allclose(library, explicit, rtol=1e-5, atol=1e-8)

# ---- CCSD density, carried exactly into the larger basis ----
hf = scf.RHF(small).run()
ccsd = cc.CCSD(hf, frozen=2).run()
assert hf.converged and ccsd.converged
dm_small = hf.mo_coeff @ ccsd.make_rdm1() @ hf.mo_coeff.T
assert ccsd.converged_lambda
transfer = solve(overlap, gto.intor_cross("int1e_ovlp", mol, small))
dm_target = transfer @ dm_small @ transfer.T
assert abs(np.sum(dm_target * overlap) - 14) < 1e-5

# ---- local potential that reproduces the CCSD density ----
packed = np.vstack([np.array(block) for block in fitting.loop()])
B = lib.unpack_tril(packed)
naux, nao = B.shape[:2]
B_flat = B.reshape(naux, -1)
d_target = B_flat @ dm_target.ravel()


def coulomb_error(orbital):
    difference = B_flat @ density_matrix(orbital).ravel() - d_target
    return 0.5 * difference @ difference


def fit_potential(guide, strength, u):
    """Newton maximization of the concave density-fitting functional."""
    def evaluate(v):
        fock = guide + (v @ B_flat).reshape(nao, nao)
        energy, orbital = eigh(fock, overlap)
        value = 2 * energy[:NOCC].sum() - v @ d_target - v @ v / (2 * strength)
        return value, energy, orbital, fock

    value, energy, orbital, fock = evaluate(u)
    for _ in range(80):
        slope = (B_flat @ density_matrix(orbital).ravel()
                 - d_target - u / strength)
        if np.max(abs(slope)) < 1e-6:
            return (energy, orbital, fock), u
        half = B @ orbital[:, :NOCC]
        pairs = np.einsum("pmi,ma->pia", half, orbital[:, NOCC:], optimize=True)
        gaps = energy[None, NOCC:] - energy[:NOCC, None]
        scaled = (pairs / np.sqrt(gaps)).reshape(naux, -1)
        hessian = 4 * scaled @ scaled.T + np.eye(naux) / strength
        direction = solve(hessian, slope, assume_a="pos")
        length = 1.0
        while True:
            trial = evaluate(u + length * direction)
            # the allowance covers rounding from the steep basis functions
            if trial[0] >= value + 1e-4 * length * (slope @ direction) - 1e-7:
                break
            length *= 0.5
            assert length > 1e-8
        u = u + length * direction
        value, energy, orbital, fock = trial
    raise AssertionError("potential fit did not converge")


hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
fermi_amaldi = hcore + 13 / 14 * (d_target @ B_flat).reshape(nao, nao)
fits = []
for label, guide in (("PBE start", f_pbe), ("Fermi-Amaldi start", fermi_amaldi)):
    u = np.zeros(naux)
    for strength in (10, 50, 250):
        state, u = fit_potential(guide, strength, u)
        fits.append((label, strength, state))
reference = fits[2][2]
states["Reference"] = reference


def main_gap(state):
    return (state[0][NOCC] - state[0][NOCC - 1]) * HARTREE


# ---- identify the main pair and collect its terms ----
channel = {}
for name, (energy, orbital, _) in states.items():
    assert energy[NOCC - 1] - energy[NOCC - 2] > 0.005
    assert abs(energy[NOCC + 1] - energy[NOCC]) < 1e-3
    homo, lumo = orbital[:, NOCC - 1], orbital[:, NOCC:NOCC + 2]
    assert np.linalg.norm(homo @ A_mid @ lumo) > 0.1
    numerator = np.sum((homo @ A_nuc @ lumo) * (homo @ K_x @ lumo))
    gap = energy[NOCC] - energy[NOCC - 1]
    channel[name] = (numerator, -4 / 3 * ALPHA2_PPM * numerator / gap)

sigma = {name: total(state) for name, state in states.items()}

# ---- tests: excess deshielding and small gaps of ordinary GGAs ----
assert coulomb_error(reference[1]) < 0.2 * coulomb_error(c_pbe)
for name in ("PBE", "BLYP"):
    assert sigma[name] < sigma["Reference"]
    assert main_gap(states[name]) < main_gap(reference)
assert sigma["KT2"] > sigma["PBE"]
assert abs(main_gap(fits[5][2]) - main_gap(reference)) < 0.3

# ---- denominator effect isolated at fixed orbitals ----


def diagonal(orbital, fock):
    return np.einsum("mp,mn,np->p", orbital, fock, orbital, optimize=True)


para_change = 2 / 3 * (para(c_kt2, e_kt2) - para(c_pbe, e_pbe))
forward = 2 / 3 * (para(c_pbe, diagonal(c_pbe, f_kt2)) - para(c_pbe, e_pbe))
backward = 2 / 3 * (para(c_kt2, e_kt2) - para(c_kt2, diagonal(c_kt2, f_pbe)))
ref_change = 2 / 3 * (para(reference[1], reference[0]) - para(c_pbe, e_pbe))
ref_forward = 2 / 3 * (para(c_pbe, diagonal(c_pbe, reference[2]))
                       - para(c_pbe, e_pbe))
assert forward > 0 and backward > 0 and ref_forward > 0

# ---- rigid shift and gauge-origin dependence ----
shift = brentq(lambda s: total(states["PBE"], s) - sigma["Reference"], 0, 0.2)
origin_plain = total(states["PBE"], middle=True) - sigma["PBE"]
origin_kt2 = total(states["KT2"], middle=True) - sigma["KT2"]
origin_shifted = (total(states["PBE"], shift, middle=True)
                  - total(states["PBE"], shift))
assert abs(origin_plain) < 3 and abs(origin_kt2) < 3
large_shift = 0.05
origin_large = (total(states["PBE"], large_shift, middle=True)
                - total(states["PBE"], large_shift))
assert abs(origin_large - origin_plain) > 0.02

# ---- results ----
print(f"N2 bond length: {BOND:.2f} angstrom")
print(f"Basis functions, large / CCSD: {mol.nao} / {small.nao}")
print(f"Density change on doubling the field: factor {density_ratio:.3f}")
prefactor = 4 / 3 * ALPHA2_PPM * HARTREE * BOHR**3
print(f"Isotropic pair prefactor: {prefactor:.2f} ppm eV angstrom^3")
for name, state in states.items():
    number, contribution = channel[name]
    print(f"{name}: total shielding {sigma[name]:.2f} ppm")
    print(f"  dia {dia(state[1]):.2f}, para "
          f"{2 / 3 * para(state[1], state[0]):.2f} ppm")
    print(f"  3sigma_g-1pi_g gap {main_gap(state):.3f} eV")
    print(f"  pair numerator {number / BOHR**3:.4f} angstrom^-3")
    print(f"  pair contribution {contribution:.2f} ppm")
print("Potential fits to the CCSD density (strength in atomic units):")
for label, strength, state in fits:
    print(f"  {label}, {strength}: gap {main_gap(state):.3f} eV, "
          f"shielding {total(state):.2f} ppm")
print(f"Coulomb density error, PBE: {coulomb_error(c_pbe) * HARTREE:.5f} eV")
print(f"Coulomb density error, reference: "
      f"{coulomb_error(reference[1]) * HARTREE:.6f} eV")
print(f"PBE to KT2, para change: {para_change:.2f} ppm")
print(f"  denominators only, PBE orbitals: {forward:.2f} ppm")
print(f"  denominators only, KT2 orbitals: {backward:.2f} ppm")
print(f"  mean orbital remainder: "
      f"{para_change - (forward + backward) / 2:.2f} ppm")
print(f"PBE to reference, para change: {ref_change:.2f} ppm")
print(f"  denominators only, PBE orbitals: {ref_forward:.2f} ppm")
print(f"Rigid shift taking PBE to reference: {shift * HARTREE:.3f} eV")
print(f"PBE gap deficit: {main_gap(reference) - main_gap(states['PBE']):.3f} eV")
print("Shielding change, origin moved from nucleus to bond centre:")
print(f"  PBE {origin_plain:.3f} ppm, KT2 {origin_kt2:.3f} ppm")
print(f"  PBE with fitted shift {origin_shifted:.3f} ppm")
print(f"  PBE with {large_shift * HARTREE:.3f} eV shift {origin_large:.3f} ppm")
print("success")
```

Printed output:

```
N2 bond length: 1.10 angstrom
Basis functions, large / CCSD: 108 / 68
Density change on doubling the field: factor 4.000
Isotropic pair prefactor: 286.30 ppm eV angstrom^3
PBE: total shielding -83.78 ppm
  dia 384.87, para -468.66 ppm
  3sigma_g-1pi_g gap 8.285 eV
  pair numerator 11.3004 angstrom^-3
  pair contribution -390.51 ppm
BLYP: total shielding -85.43 ppm
  dia 385.10, para -470.52 ppm
  3sigma_g-1pi_g gap 8.319 eV
  pair numerator 11.3179 angstrom^-3
  pair contribution -389.50 ppm
KT2: total shielding -60.12 ppm
  dia 388.23, para -448.35 ppm
  3sigma_g-1pi_g gap 8.636 eV
  pair numerator 11.2362 angstrom^-3
  pair contribution -372.52 ppm
Reference: total shielding -70.35 ppm
  dia 384.93, para -455.28 ppm
  3sigma_g-1pi_g gap 8.509 eV
  pair numerator 11.3586 angstrom^-3
  pair contribution -382.17 ppm
Potential fits to the CCSD density (strength in atomic units):
  PBE start, 10: gap 8.415 eV, shielding -74.92 ppm
  PBE start, 50: gap 8.477 eV, shielding -71.45 ppm
  PBE start, 250: gap 8.509 eV, shielding -70.35 ppm
  Fermi-Amaldi start, 10: gap 8.080 eV, shielding -82.85 ppm
  Fermi-Amaldi start, 50: gap 8.361 eV, shielding -76.14 ppm
  Fermi-Amaldi start, 250: gap 8.479 eV, shielding -71.65 ppm
Coulomb density error, PBE: 0.00533 eV
Coulomb density error, reference: 0.000057 eV
PBE to KT2, para change: 20.31 ppm
  denominators only, PBE orbitals: 15.37 ppm
  denominators only, KT2 orbitals: 14.90 ppm
  mean orbital remainder: 5.18 ppm
PBE to reference, para change: 13.38 ppm
  denominators only, PBE orbitals: 11.46 ppm
Rigid shift taking PBE to reference: 0.288 eV
PBE gap deficit: 0.224 eV
Shielding change, origin moved from nucleus to bond centre:
  PBE -0.514 ppm, KT2 -0.492 ppm
  PBE with fitted shift -0.183 ppm
  PBE with 1.361 eV shift 0.817 ppm
success
```
